# Effective Dopant Partitioning in Micro-Pulling-Down Growth: Two Derivations: verification in Python

```python
# Result under test: dopant partitioning in micro-pulling-down growth,
#   k_eff = w_crystal / w_crucible = k0 / (k0 + (1 - k0) exp(-Pe)),
# Pe = (melt speed * length / D) summed over capillary and unstirred film.
# For any steady capillary flow: k_eff = (1 + b) / (1 + b/k0), where b is the
# back-diffused flow per unit exit excess, divided by the feed flow.
# k0: interface coefficient; D: melt diffusivity; w: dopant fraction.
# Internal units are SI. Material parameters are rough, round inputs.
import numpy as np
import sympy as sp
from scipy.constants import g as gravity
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve, splu

MM_MIN = 1e-3 / 60
k0 = 0.1
D = 1e-9
density_ratio = 1.2            # crystal density / melt density
melt_density = 3700.0
crystal_radius = 0.5e-3
capillary_radius = 0.3e-3
capillary_length = 2e-3
zone_height = 0.2e-3
pull = 0.1 * MM_MIN
crystal_area = np.pi * crystal_radius**2
capillary_area = np.pi * capillary_radius**2


def melt_flow(speed):
    return density_ratio * crystal_area * speed


def k_formula(peclet, k=k0):
    return k / (k + (1 - k) * np.exp(-peclet))


def peclet_number(speed, length=capillary_length, diff=D, film=0.0):
    q = melt_flow(speed)
    return q * length / (capillary_area * diff) + q * film / (crystal_area * diff)


def network(up, down, flow, conductance):
    """Solute gain of each node; link flux = advection + diffusion."""
    a, c = flow / 2 + conductance, flow / 2 - conductance
    rows = np.concatenate([up, up, down, down])
    cols = np.concatenate([up, down, up, down])
    vals = np.concatenate([-a, -c, a, c])
    size = int(down.max()) + 1
    return coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()


def chain(speed, length=capillary_length, diff=D, film=0.0, n=400, m=100):
    """One-dimensional capillary, then stirred zone, then optional film."""
    cond = np.full(n, diff * capillary_area * n / length)
    if film > 0:
        cond = np.concatenate([cond, np.full(m, diff * crystal_area * m / film)])
    up = np.arange(len(cond))
    return network(up, up + 1, np.full(len(cond), melt_flow(speed)), cond)


def pipe(speed, length=capillary_length, parabolic=True, nr=24, nz=300):
    """Axisymmetric capillary between mixed crucible and stirred zone."""
    s = np.linspace(0, 1, nr + 1)
    area = capillary_area * np.diff(s**2)
    share = np.diff(2 * s**2 - s**4) if parabolic else np.diff(s**2)
    dz = length / nz
    idx = np.zeros((nr, nz + 1), dtype=int)
    idx[:, 1:nz] = 1 + np.arange(nr * (nz - 1)).reshape(nr, nz - 1)
    idx[:, nz] = 1 + nr * (nz - 1)
    radial = np.repeat(2 * np.pi * D * s[1:-1] * dz * nr, nz - 1)
    up = np.concatenate([idx[:, :-1].ravel(), idx[:-1, 1:nz].ravel()])
    down = np.concatenate([idx[:, 1:].ravel(), idx[1:, 1:nz].ravel()])
    flow = np.concatenate([np.repeat(melt_flow(speed) * share, nz),
                           np.zeros(len(radial))])
    cond = np.concatenate([np.repeat(D * area / dz, nz), radial])
    return network(up, down, flow, cond), area / capillary_area


def with_crystal(balance, speed, k=k0):
    sink = np.zeros(balance.shape[0])
    sink[-1] = melt_flow(speed) * k
    return (balance - diags(sink)).tocsc()


def solve_growth(balance, speed, k=k0):
    """Steady crystal/crucible ratio and melt field for unit crucible value."""
    a = with_crystal(balance, speed, k)
    w = spsolve(a[1:, 1:].tocsc(), -a[1:, 0].toarray().ravel())
    return k * w[-1], w


def back_number(balance, speed):
    """Back flow for crucible value 0 and exit value 1, over the feed flow."""
    last = balance.shape[0] - 1
    w = spsolve(balance[1:last, 1:last].tocsc(),
                -balance[1:last, last].toarray().ravel())
    gain = balance[0, 1:last].toarray().ravel() @ w
    return gain / melt_flow(speed), w


# Steady partitioning, computed from solute balances at several pull rates
scan = []
for rate in (0.02, 0.05, 0.1, 0.3):
    v = rate * MM_MIN
    numeric, _ = solve_growth(chain(v), v)
    predicted = k_formula(peclet_number(v))
    assert abs(numeric - predicted) < 0.01 * (1 - predicted) + 1e-9
    scan.append((rate, peclet_number(v), numeric))
v = 0.05 * MM_MIN
k_film, _ = solve_growth(chain(v, film=zone_height), v)
predicted = k_formula(peclet_number(v, film=zone_height))
assert abs(k_film - predicted) < 0.01 * (1 - predicted)
film_factor = (1 / k_film - 1) / (1 / scan[1][2] - 1)
film_peclet = melt_flow(v) / crystal_area * zone_height / D
assert abs(film_factor / np.exp(-film_peclet) - 1) < 0.01
k_above, _ = solve_growth(chain(v), v, k=2.0)
predicted = k_formula(peclet_number(v), 2.0)
assert abs(k_above - predicted) < 0.01 * (predicted - 1)
v = 1e-4 * MM_MIN
assert abs(solve_growth(chain(v), v)[0] - k0) < 2e-3
orifice = 0.05e-3
k_orifice, _ = solve_growth(chain(pull, length=orifice), pull)
assert abs(k_orifice - k_formula(peclet_number(pull, length=orifice))) < 1e-4

# Back-diffusion relation and parabolic flow, in two dimensions
u = melt_flow(pull) / capillary_area
u_zone = melt_flow(pull) / crystal_area
pe = peclet_number(pull)
plug, _ = pipe(pull, parabolic=False)
b_plug, _ = back_number(plug, pull)
assert abs(b_plug * np.expm1(pe) - 1) < 0.01
for v in (0.02 * MM_MIN, pull):
    tube, weights = pipe(v)
    b_tube, field = back_number(tube, v)
    k_tube, _ = solve_growth(tube, v)
    assert abs(k_tube - (1 + b_tube) / (1 + b_tube / k0)) < 1e-8
mean_field = weights @ field.reshape(len(weights), -1)
nz = mean_field.size + 1
lo, hi = int(0.4 * nz), int(0.6 * nz)
decay = np.log((mean_field[hi - 1] + b_tube) / (mean_field[lo - 1] + b_tube))
decay /= (hi - lo) * capillary_length / nz
radial_pe = u * capillary_radius / D
decay_formula = (u / D) / (1 + radial_pe**2 / 48)
assert abs(decay / decay_formula - 1) < 0.005
assert decay < 0.96 * u / D

# Capillary length needed for a one-percent deficit
deficit = 0.01
needed = D / u * np.log((1 - k0) * (1 - deficit) / (k0 * deficit))
k_needed, _ = solve_growth(chain(pull, length=needed), pull)
assert abs((1 - k_needed) / deficit - 1) < 0.01

# Initial transient by implicit time marching from uniform melt
n = 200
a = with_crystal(chain(pull, n=n), pull)
storage = np.full(n, capillary_area * capillary_length / n)
storage[-1] = storage[-1] / 2 + crystal_area * zone_height
x_star = (zone_height + capillary_area / crystal_area * D / u) / density_ratio / k0
dt = 5.0
steps = int(20 * x_star / pull / dt)
step_solver = splu((diags(storage / dt) - a[1:, 1:]).tocsc())
feed = a[1:, 0].toarray().ravel()
w = np.ones(n)
crystal = np.empty(steps)
for i in range(steps):
    w = step_solver.solve(storage / dt * w + feed)
    crystal[i] = k0 * w[-1]
k_final = solve_growth(chain(pull, n=n), pull)[0]
x_march = np.sum(k_final - crystal) * pull * dt / (1 - k0)
assert abs(x_march / x_star - 1) < 0.01
x95 = np.interp(0.95, crystal, pull * dt * np.arange(1, steps + 1))
assert abs(x95 / (x_star * np.log((1 - k0) / 0.05)) - 1) < 0.03

# Finite crucible: remove melt in small portions until half is used
drift = []
for _, _, k in scan[:3]:
    mass, solute, portion = 1.0, 1.0, 0.5 / 20000
    for _ in range(20000):
        taken = k * solute / mass * portion
        solute -= taken
        mass -= portion
    ratio = solute / mass
    assert abs(ratio - 0.5**(k - 1)) < 1e-3
    drift.append(ratio)

# Interface enrichment and the liquidus gradient it causes
dopant = 0.1                   # mol% in crucible
liquidus_slope = 5.0           # K per mol%, magnitude
_, w = solve_growth(chain(pull, film=zone_height), pull)
slope_numeric = (w[-1] - w[-2]) / (zone_height / 100)
assert abs(slope_numeric / ((1 - k0) * w[-1] * u_zone / D) - 1) < 0.01
interface_melt = dopant * scan[2][2] / k0
liquidus_gradient = liquidus_slope * (1 - k0) * interface_melt * u_zone / D

# Sizes of neglected effects
short, _ = pipe(pull, length=capillary_length - 2 * capillary_radius)
k_stirred, _ = solve_growth(short, pull)
k_fast, _ = solve_growth(chain(pull, diff=3 * D), pull)
assert abs(k_fast - k_formula(peclet_number(pull, diff=3 * D))) < 1e-3
x, y = sp.symbols("x y", real=True)
shape = x * (1 - x**2 - y**2) / 8
assert sp.simplify(sp.diff(shape, x, 2) + sp.diff(shape, y, 2) + x) == 0
samples = np.linspace(0, 1, 2001)
peak = np.max(samples * (1 - samples**2) / 8)
viscosity, expansion, delta_t = 0.045, 2e-5, 1.0
buoyant = peak * gravity * expansion * delta_t * capillary_radius**2
buoyant *= melt_density / viscosity
tension_slope = 5e-5
surface_speed = tension_slope * delta_t / viscosity
film_scale = np.sqrt(D * zone_height / surface_speed)
path_mass = melt_density * (capillary_area * capillary_length
                            + crystal_area * zone_height)
charge = 1e-3
solid_diffusivity = 1e-15
interface_width = 1e-9

print(f"Interface coefficient k0 = {k0:.2f}")
print(f"Melt diffusivity D = {D*1e4:.1e} cm2/s")
print(f"Crystal/melt density ratio = {density_ratio:.2f}")
print(f"Melt density = {melt_density/1000:.2f} g/cm3")
print(f"Crystal diameter = {2e3*crystal_radius:.2f} mm")
print(f"Capillary diameter = {2e3*capillary_radius:.2f} mm")
print(f"Capillary length = {1e3*capillary_length:.2f} mm")
print(f"Zone height = {1e3*zone_height:.2f} mm")
print(f"Pull rate = {pull/MM_MIN:.2f} mm/min = {pull*1e6:.3f} um/s")
print(f"Capillary melt speed = {u*1e6:.3f} um/s")
print(f"Zone melt speed = {u_zone*1e6:.3f} um/s")
print(f"Back-diffusion length D/u = {D/u*1e6:.1f} um")
for rate, p, k in scan:
    print(f"Pull {rate:.2f} mm/min: Pe = {p:.3f}, k_eff = {k:.6f}")
print(f"Plug flow, 0.1 mm/min: b = {b_plug:.3e}")
print(f"Plug flow, 0.1 mm/min: 1-k_eff = {1-scan[2][2]:.3e}")
print(f"Orifice {orifice*1e3:.2f} mm, same pull: k_eff = {k_orifice:.4f}")
print(f"Orifice Pe = {peclet_number(pull, length=orifice):.3f}")
print(f"Unstirred zone, 0.05 mm/min: k_eff = {k_film:.4f}")
print(f"Unstirred zone, factor on 1/k_eff - 1 = {film_factor:.4f}")
print(f"k0 = 2, 0.05 mm/min: k_eff = {k_above:.4f}")
print(f"Length for 1% deficit = {needed*1e3:.3f} mm")
print(f"Radial Peclet number in capillary = {radial_pe:.3f}")
print(f"Decay rate, plug flow = {u/D/1000:.3f} 1/mm")
print(f"Decay rate, parabolic, numeric = {decay/1000:.3f} 1/mm")
print(f"Decay rate, parabolic, formula = {decay_formula/1000:.3f} 1/mm")
print(f"Parabolic flow: b = {b_tube:.3e}, 1-k_eff = {1-k_tube:.3e}")
print(f"Transient length, formula = {x_star*1e3:.3f} mm")
print(f"Transient length, time march = {x_march*1e3:.3f} mm")
print(f"Crystal length to reach 95% of feed = {x95*1e3:.2f} mm")
for (rate, _, _), ratio in zip(scan[:3], drift):
    print(f"Half charge used, {rate:.2f} mm/min: w_s/start = {ratio:.4f}")
print(f"Crucible dopant = {dopant:.2f} mol%")
print(f"Interface melt dopant = {interface_melt:.3f} mol%")
print(f"Liquidus slope magnitude = {liquidus_slope:.1f} K/mol%")
print(f"Gradient needed against supercooling = {liquidus_gradient/100:.1f} K/cm")
print(f"Capillary stirred to 2 radii: k_eff = {k_stirred:.4f}")
print(f"Diffusivity three times larger: k_eff = {k_fast:.4f}")
print(f"Viscosity = {viscosity:.3f} Pa s; expansion = {expansion:.1e} 1/K")
print(f"Temperature difference for flow scales = {delta_t:.1f} K")
print(f"Buoyant speed / capillary speed = {buoyant/u:.4f}")
print(f"Surface-tension slope magnitude = {tension_slope:.1e} N/(m K)")
print(f"Surface-driven speed scale = {surface_speed*1e3:.2f} mm/s")
print(f"Stirred-zone film scale = {film_scale*1e6:.1f} um")
print(f"Radial Peclet number, unstirred zone = {u_zone*crystal_radius/D:.2f}")
print(f"Melt path mass / {charge*1e3:.1f} g charge = {path_mass/charge:.2e}")
print(f"Solid diffusivity, assumed = {solid_diffusivity*1e4:.1e} cm2/s")
print(f"Solid diffusion length D_s/V = {solid_diffusivity/pull*1e9:.2f} nm")
print(f"Trapping number, 1 nm interface = {pull*interface_width/D:.1e}")
print("verified")
```

Running it gives:

```
Interface coefficient k0 = 0.10
Melt diffusivity D = 1.0e-05 cm2/s
Crystal/melt density ratio = 1.20
Melt density = 3.70 g/cm3
Crystal diameter = 1.00 mm
Capillary diameter = 0.60 mm
Capillary length = 2.00 mm
Zone height = 0.20 mm
Pull rate = 0.10 mm/min = 1.667 um/s
Capillary melt speed = 5.556 um/s
Zone melt speed = 2.000 um/s
Back-diffusion length D/u = 180.0 um
Pull 0.02 mm/min: Pe = 2.222, k_eff = 0.506251
Pull 0.05 mm/min: Pe = 5.556, k_eff = 0.966379
Pull 0.10 mm/min: Pe = 11.111, k_eff = 0.999866
Pull 0.30 mm/min: Pe = 33.333, k_eff = 1.000000
Plug flow, 0.1 mm/min: b = 1.493e-05
Plug flow, 0.1 mm/min: 1-k_eff = 1.344e-04
Orifice 0.05 mm, same pull: k_eff = 0.1279
Orifice Pe = 0.278
Unstirred zone, 0.05 mm/min: k_eff = 0.9723
Unstirred zone, factor on 1/k_eff - 1 = 0.8187
k0 = 2, 0.05 mm/min: k_eff = 1.0019
Length for 1% deficit = 1.223 mm
Radial Peclet number in capillary = 1.667
Decay rate, plug flow = 5.556 1/mm
Decay rate, parabolic, numeric = 5.266 1/mm
Decay rate, parabolic, formula = 5.252 1/mm
Parabolic flow: b = 2.555e-05, 1-k_eff = 2.299e-04
Transient length, formula = 2.207 mm
Transient length, time march = 2.206 mm
Crystal length to reach 95% of feed = 6.42 mm
Half charge used, 0.02 mm/min: w_s/start = 1.4081
Half charge used, 0.05 mm/min: w_s/start = 1.0236
Half charge used, 0.10 mm/min: w_s/start = 1.0001
Crucible dopant = 0.10 mol%
Interface melt dopant = 1.000 mol%
Liquidus slope magnitude = 5.0 K/mol%
Gradient needed against supercooling = 90.0 K/cm
Capillary stirred to 2 radii: k_eff = 0.9946
Diffusivity three times larger: k_eff = 0.8185
Viscosity = 0.045 Pa s; expansion = 2.0e-05 1/K
Temperature difference for flow scales = 1.0 K
Buoyant speed / capillary speed = 0.0126
Surface-tension slope magnitude = 5.0e-05 N/(m K)
Surface-driven speed scale = 1.11 mm/s
Stirred-zone film scale = 13.4 um
Radial Peclet number, unstirred zone = 1.00
Melt path mass / 1.0 g charge = 2.67e-03
Solid diffusivity, assumed = 1.0e-11 cm2/s
Solid diffusion length D_s/V = 0.60 nm
Trapping number, 1 nm interface = 1.7e-06
verified
```
